# Carbon pseudo-atom levels and the cost of dropping the s projector

## Problem

Replace the nucleus and the two 1s electrons of carbon by an ion of charge $Z=4$, described by the Gaussian pseudopotential with

$$r_{\rm loc}=0.348830,\quad C_1=-8.513771,\quad C_2=1.228432,\quad r_s=0.304553,\quad h=9.522842 .$$

Lengths are in bohr and $C_1,C_2,h$ in hartree. With $x=r/r_{\rm loc}$, the local part is

$$V_{\rm loc}(r)=-\frac{Z}{r}\,{\rm erf}\!\left(\frac{x}{\sqrt2}\right)+e^{-x^2/2}\left(C_1+C_2x^2\right).$$

The nonlocal part is $\hat V_{\rm nl}=|pY_{00}\rangle\,h\,\langle pY_{00}|$, with

$$p(r)=\frac{\sqrt2\,e^{-r^2/2r_s^2}}{r_s^{3/2}\sqrt{\Gamma(3/2)}} .$$

Find the 2s and 2p Kohn-Sham levels of the neutral atom to two decimals in hartree. Use the local density approximation (LDA) without spin polarization or relativity, and spread the two p electrons evenly over the three p orbitals.

Hartree atomic units ($\hbar=m_e=e^2/4\pi\epsilon_0=1$) are used, since the parameters are given in them.

## A tempting solution

The ion is spherical, so write each orbital as $u(r)Y_{lm}/r$. The projector has a range of only about $0.3$ bohr, whereas the valence orbitals extend over several bohr. It therefore looks like a small correction, and one solves

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V_{\rm loc}+V_H+v_{xc}\right]u=\varepsilon u \qquad\text{(projector dropped)}$$

for both channels, taking the lowest state in each.

Suppose that the correct screening potential $V_H+v_{xc}$ of the atom is even supplied from outside, so that nothing else can go wrong. The p channel then gives $-0.20$ hartree, but the s channel gives $-3.63$ hartree. The all-electron carbon atom computed below has its 2s level only $0.30$ hartree under 2p, so an s level more than 3 hartree below the p level cannot be the 2s level sought.

## Where the fault lies

A short range does not make an operator weak. Its strength is seen by taking its expectation value in the state $p$ itself. This state is normalized: with $t=r^2/r_s^2$,

$$\int_0^\infty p^2r^2dr=\frac{2}{r_s^3\Gamma(3/2)}\int_0^\infty r^2e^{-r^2/r_s^2}dr
=\frac{2}{r_s^3\Gamma(3/2)}\cdot\frac{r_s^3}{2}\int_0^\infty t^{1/2}e^{-t}dt=1 .$$

Hence $\langle p|\hat V_{\rm nl}|p\rangle=h=9.52$ hartree. An electron in the state $pY_{00}$ pays that price in full, and any s orbital pays $h$ times its squared overlap with $p$. Without the projector it pays nothing, and the local well there is deep. Since ${\rm erf}(z)\to2z/\sqrt\pi$ for small $z$,

$$V_{\rm loc}(0)=-\frac{Z}{r_{\rm loc}}\sqrt{\frac2\pi}+C_1=-9.149-8.514=-17.663\ \text{hartree}.$$

**A hand estimate.** Put one electron on the unscreened ion, in the state $p$. Let $P=1/r_s^2$, so that $p^2=(4P^{3/2}/\sqrt\pi)\,e^{-Pr^2}$.

For a Gaussian $e^{-ar^2}$ in three dimensions the kinetic energy is $\frac12\langle|\nabla\psi|^2\rangle=2a^2\langle r^2\rangle$. With $\langle r^2\rangle=3/(4a)$ this is $3a/2$. Here $a=1/(2r_s^2)$, so

$$T=\frac{3}{4r_s^2}=8.09\ \text{hartree}.$$

For the error-function term set $s=1/(\sqrt2\,r_{\rm loc})$ and integrate by parts. The boundary terms vanish:

$$\int_0^\infty re^{-Pr^2}{\rm erf}(sr)\,dr=\frac1{2P}\int_0^\infty e^{-Pr^2}\frac{2s}{\sqrt\pi}e^{-s^2r^2}dr=\frac{s}{2P\sqrt{P+s^2}} .$$

Multiplying by $-4ZP^{3/2}/\sqrt\pi$ gives

$$-\frac{2Z}{\sqrt\pi}\frac{s\sqrt P}{\sqrt{P+s^2}}=-\frac{2Z}{\sqrt{\pi(2r_{\rm loc}^2+r_s^2)}}=-7.79\ \text{hartree},$$

because $1/s^2+1/P=2r_{\rm loc}^2+r_s^2$.

In the remaining terms the factor $e^{-x^2/2}=e^{-s^2r^2}$ changes the exponent from $P$ to $P+s^2$. Define

$$\tau=\frac{P}{P+s^2}=\frac{2r_{\rm loc}^2}{2r_{\rm loc}^2+r_s^2}=0.724 .$$

Then $\langle e^{-x^2/2}\rangle=\tau^{3/2}$. The mean of $r^2$ under the new Gaussian weight is $3/[2(P+s^2)]$, so $\langle x^2e^{-x^2/2}\rangle=3(1-\tau)\tau^{3/2}$. These terms contribute

$$\tau^{3/2}\left[C_1+3(1-\tau)C_2\right]=0.616\,(-8.514+1.017)=-4.62\ \text{hartree}.$$

The sum is $8.09-7.79-4.62=-4.32$ hartree without the projector, and $-4.32+9.52=+5.20$ hartree with it. By the variational principle, the local potential of the unscreened ion has an s state at or below $-4.32$ hartree, a value already reached by the compact trial state $p$. The projector removes the advantage of this compact state.

**Why first-order repair fails.** Let $\varepsilon(h')$ be the lowest s level in the frozen screening potential when the projector has strength $h'$. For a normalized orbital, the Hellmann-Feynman relation gives

$$\frac{d\varepsilon}{dh'}=w,\qquad w=\left|\int_0^\infty r\,p\,u\,dr\right|^2 .$$

At full strength the projector energy of the 2s orbital is $0.3259$ hartree, so $w=0.3259/9.5228=0.034$. A linear extrapolation to $h'=0$ would lower the level by only $0.33$ hartree. The actual lowering is $3.13$ hartree, which means an average slope of $3.13/9.52=0.33$, almost ten times larger.

The lowest level is a minimum over trial states of expressions linear in $h'$. It is therefore concave, and its slope cannot increase with $h'$. The slope at $h'=0$ must be at least the average, $0.33$. The state found without the projector thus has more than 32 percent of its weight on $p$, whereas the correct 2s orbital has about 3 percent. They are different kinds of state, and a small overlap in the correct one does not justify removing the operator.

**Why the second level is no remedy.** One might discard the compact state and call the next s level 2s. Let $e_k$ and $\phi_k$ be the levels and states without the projector, in a large box so that they are discrete. The full equation $(\hat H_0-\varepsilon)|\psi\rangle=-h|p\rangle\langle p|\psi\rangle$, projected on $\phi_k$, gives

$$\langle\phi_k|\psi\rangle=-\frac{h\langle\phi_k|p\rangle\langle p|\psi\rangle}{e_k-\varepsilon}.$$

Multiply by $\langle p|\phi_k\rangle$, sum over $k$, and divide by $\langle p|\psi\rangle\ne0$:

$$F(\varepsilon)\equiv1+h\sum_k\frac{|\langle p|\phi_k\rangle|^2}{e_k-\varepsilon}=0 .$$

For $h>0$ and $\varepsilon<e_0$ every term is positive, so there is no root. Between $e_0$ and $e_1$, if both states overlap with $p$, $F$ rises from $-\infty$ to $+\infty$ and has one root. The correct lowest s level therefore lies strictly between the first two incorrect ones. Neither of them equals it. The argument fixes only the ordering: how far $e_1$ lies above the correct level was not computed here.

## The right solution

**Radial equations.** Apply the nonlocal operator to $(u/r)Y_{lm}$. The angular integral is $\delta_{l0}\delta_{m0}$, and the radial one is $\int p\,(u/r)\,r^2dr=\int r\,p\,u\,dr$. Multiplying the result by $r$ gives

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V_{\rm loc}+V_H+v_{xc}\right]u+\delta_{l0}\,h\,r\,p(r)\int_0^\infty r'p(r')u(r')dr'=\varepsilon u .$$

The p equation has no projector term. This is why the tempting solution found the right 2p level once it had been given the right screening.

**Density.** Each p orbital holds $2/3$ electron, and $\sum_m|Y_{1m}|^2=3/4\pi$. Thus

$$\rho(r)=\frac{n(r)}{4\pi r^2},\qquad n=2u_s^2+2u_p^2,\qquad\int_0^\infty n\,dr=4 .$$

**Hartree potential.** Poisson's equation is $\nabla^2V_H=-4\pi\rho$. With $U=rV_H$, the spherical Laplacian is $U''/r$, so

$$-U''=4\pi r\rho=\frac nr,\qquad U(0)=0,\qquad U(r_{\max})=4 .$$

The outer condition says that the whole valence charge lies inside the box.

**Exchange and correlation.** The Teter Padé form gives the energy per electron $\epsilon_{xc}$ as a rational function of $r_d=(3/4\pi\rho)^{1/3}$. The potential is the derivative of $\rho\epsilon_{xc}$ with respect to $\rho$. Since $dr_d/d\rho=-r_d/3\rho$,

$$v_{xc}=\epsilon_{xc}+\rho\frac{d\epsilon_{xc}}{d\rho}=\epsilon_{xc}-\frac{r_d}{3}\frac{d\epsilon_{xc}}{dr_d}.$$

**Matrix form.** Multiply the radial equation by a test function that vanishes at both ends, and integrate the kinetic term by parts:

$$-\tfrac12\int f u''dr=\tfrac12\int f'u'dr .$$

Expand $u$ in functions $L_j$ with $L_j(r_i)=\delta_{ij}$. They are Lagrange polynomials in a variable $\xi\in[-1,1]$, with Gauss-Lobatto points $\xi_i$ and weights $w_i$, and a smooth map $r(\xi)$ places many points near the nucleus. Quadrature gives the diagonal masses $m_i=w_i\,(dr/d\xi)_i$ and

$$K_{ij}=\int L_i'L_j'dr\simeq\sum_kw_k\frac{(dL_i/d\xi)_k(dL_j/d\xi)_k}{(dr/d\xi)_k} .$$

The variables $y_i=\sqrt{m_i}\,u(r_i)$ turn the equation into a symmetric eigenvalue problem with

$$H_{ij}=\frac{K_{ij}}{2\sqrt{m_im_j}}+\delta_{ij}\left[\frac{l(l+1)}{2r_i^2}+V_{\rm loc}+V_H+v_{xc}\right]_{r_i}+\delta_{l0}\,h\,q_iq_j,$$

where $q_i=\sqrt{m_i}\,r_ip(r_i)$. The integral operator has become one outer product. Poisson's equation uses the same matrix, with the known edge value moved to the right:

$$\sum_jK_{ij}U_j=\frac{m_in_i}{r_i}-4K_{i,{\rm edge}} .$$

**Self-consistency.** Start with $v=V_H+v_{xc}=0$. Diagonalize for $l=0$ and $l=1$, form $n$ from the lowest orbital of each channel, and compute a new $v$. Add a fraction of the change to the old $v$, and repeat until the change is negligible.

With 109 interior points and a box radius of 30 bohr, the converged levels are

$$\varepsilon_{2s}=-0.501\ \text{hartree}=-1.002\ \text{rydberg},$$
$$\varepsilon_{2p}=-0.199\ \text{hartree}=-0.398\ \text{rydberg}.$$

To two decimals they are $-0.50$ and $-0.20$ hartree. A separate solution in Gaussian functions, with closed-form integrals for the ionic operators, agrees to all five printed decimals.

## Reading the levels

Taking the expectation value of each term in the radial equation gives, in hartree,

| part | 2s | 2p |
|---|---:|---:|
| kinetic, with centrifugal term | 0.489 | 1.203 |
| local ion | −3.086 | −3.099 |
| projector | 0.326 | 0 |
| Hartree | 2.234 | 2.127 |
| exchange-correlation | −0.464 | −0.430 |
| sum | −0.501 | −0.199 |

The local attraction is nearly the same for both orbitals. In the pseudo-atom, the largest contribution to the $0.302$ hartree by which 2p lies above 2s comes from the kinetic part, which is larger by $0.714$ hartree for 2p. The projector offsets $0.326$ hartree of this by raising 2s, and the larger Hartree energy of 2s offsets another $0.107$ hartree. The local and exchange-correlation differences are smaller. This breakdown belongs to the pseudo-atom and should not be carried over to the full atom, where the 2s orbital has a node and the ionic potential is different. The levels agree between the two atoms, but their separate parts need not.

The levels do not add up to the total energy. Let $f_i$ be the occupations. The sum $\sum_i f_i\varepsilon_i$ contains $\int nV_H\,dr$, although the electrostatic repulsion energy is half of that. It also contains $\int nv_{xc}\,dr$ in place of $\int n\epsilon_{xc}\,dr$. Correcting both,

$$E=\sum_if_i\varepsilon_i-\tfrac12\int nV_H\,dr+\int n(\epsilon_{xc}-v_{xc})\,dr .$$

The level sum is $2(-0.501)+2(-0.199)=-1.40$ hartree, but $E=-5.341$ hartree. The zero of $E$ is the bare ion with its four valence electrons removed to infinity, so $E$ is not the total energy of the all-electron atom.

The levels do have a meaning as derivatives of $E$. Changing $f_i$ at fixed orbitals changes $E$ by $\langle u_i|\hat H|u_i\rangle=\varepsilon_i$ per electron. The accompanying change of the orbitals contributes $2f_j\langle\delta u_j|\hat H|u_j\rangle=2f_j\varepsilon_j\langle\delta u_j|u_j\rangle$, which vanishes to first order because $u_j$ stays normalized. Therefore $\partial E/\partial f_i=\varepsilon_i$, which is Janak's relation. Two self-consistent total energies, with the 2p occupation moved by $\pm0.02$ electron, give a slope of $-0.1988$ hartree, in agreement with the 2p level.

## Comparison with the full atom

The same LDA equations with the potential $-6/r$, no projector and the configuration $1s^22s^22p^2$ give $-0.5006$ hartree for 2s and $-0.1990$ hartree for 2p. The pseudo-atom gives $-0.5010$ and $-0.1988$ hartree. Relative to this nonrelativistic all-electron calculation, the differences are $-0.0004$ and $+0.0002$ hartree. They are mostly not errors of the pseudopotential. A scalar-relativistic all-electron atom with the same functional has its levels at $-0.5010$ and $-0.1989$ hartree, within $0.0001$ hartree of the pseudo-atom, so the parameters reproduce the scalar-relativistic atom rather than the nonrelativistic one.

The orbitals show what has been changed. The all-electron 2s function $u$ goes from $-0.315$ at 0.2 bohr to $0.237$ at 0.5 bohr, in units of bohr$^{-1/2}$, so its node lies between these radii. The pseudo 2s function has no node in the range examined, up to 8 bohr. At 2 bohr the two values are $0.5997$ and $0.5995$. The charge inside 1.5 bohr, per 2s electron, is $0.5224$ in the full atom and $0.5227$ in the pseudo-atom.

This agreement of charge matters when the surroundings change. Consider a regular solution $u(r,\varepsilon)$ at a trial energy $\varepsilon$ in a fixed potential, and let a dot denote $\partial/\partial\varepsilon$. Differentiating $\hat Hu=\varepsilon u$ gives $\hat H\dot u=\varepsilon\dot u+u$. Multiply this by $u$, multiply the original equation by $\dot u$, subtract, and integrate from 0 to $R$. The local terms cancel. The projector terms cancel too if $p$ is negligible beyond $R$, because its kernel is symmetric. What remains is

$$\int_0^Ru^2dr=-\tfrac12\left[u\dot u'-\dot uu'\right]_R=-\tfrac12u(R)^2\,\frac{\partial}{\partial\varepsilon}\left(\frac{u'}{u}\right)_R .$$

If $u(R)$ and the enclosed charge both match those of the full atom, the logarithmic derivative at $R$ also changes with energy at the same rate, to first order. If in addition the two potentials agree beyond $R$ and the two levels coincide, the decaying outer solutions are the same, so $u'/u$ itself matches at the reference level. In a channel where these conditions hold, the pseudo-ion then scatters electrons correctly at the reference level and, to first order in the energy, near it. For the present atom the conditions hold closely but not exactly, as the small differences in orbital values and enclosed charge show, and part of the mismatch comes from comparing with a nonrelativistic atom. Far from that energy this argument gives no guarantee.

## What the numbers leave out

Replacing the Padé form by Slater exchange with Perdew-Wang correlation shifts both levels by about $-0.0002$ hartree. Two decimals are therefore insensitive to this choice, while the fourth decimal is not.

The result describes a spherical, spin-unpolarized reference atom. The ground state of carbon has two unpaired electrons, and neither its spin polarization nor its multiplet structure is included. The equations solved are nonrelativistic and contain no spin-orbit coupling, but the scalar-relativistic shift of the valence levels, a few $10^{-4}$ hartree or less, enters through the parameters of the pseudopotential. The error of the LDA itself is left out. The levels are Kohn-Sham eigenvalues and should not be read as measured ionization energies. The value $-3.63$ hartree for the s level without its projector belongs to the frozen screening potential; a self-consistent calculation without the projector would have a different density and a different level. The values from the nonrelativistic equations are collected in the numerical output.

## Calculated quantities

```
ion charge 4; rloc 0.348830 bohr; rs 0.304553 bohr
C1 -8.513771, C2 1.228432, h 9.522842 hartree
grid: 109 interior points, box radius 30 bohr
hydrogen test 1s, 2p: -0.5000000, -0.1250000 hartree
projector norm: 1.00000000
local potential at origin: -17.6630 hartree
r*V_loc at 1.5 bohr: -3.99787 hartree bohr
2s level, grid: -0.50098 hartree = -1.00196 rydberg
2s level, Gaussian basis: -0.50098 hartree
2s level, Perdew-Wang LDA: -0.50119 hartree
2s level, all-electron: -0.50061 hartree
  2s kinetic part: 0.48923 hartree
  2s local part: -3.08613 hartree
  2s projector part: 0.32590 hartree
  2s Hartree part: 2.23434 hartree
  2s xc part: -0.46432 hartree
2p level, grid: -0.19880 hartree = -0.39760 rydberg
2p level, Gaussian basis: -0.19880 hartree
2p level, Perdew-Wang LDA: -0.19897 hartree
2p level, all-electron: -0.19898 hartree
  2p kinetic part: 1.20333 hartree
  2p local part: -3.09883 hartree
  2p projector part: 0.00000 hartree
  2p Hartree part: 2.12700 hartree
  2p xc part: -0.43030 hartree
all-electron 1s level: -9.94895 hartree
pseudo total energy, grid: -5.34116 hartree
pseudo total energy, Gaussian: -5.34116 hartree
occupation step for Janak test: 0.02 electron
dE/df for 2p: -0.19881 hartree
lowest s level without projector, frozen: -3.62857 hartree
radial nodes of 2s below 8 bohr: pseudo 0, all-electron 1
2s charge inside 1.5 bohr: pseudo 0.52273, all-electron 0.52239 (per electron)
2p charge inside 1.5 bohr: pseudo 0.46030, all-electron 0.46069 (per electron)
u in bohr^-1/2: r/bohr, 2s pseudo, 2s full, 2p pseudo, 2p full
  0.2 0.0373 -0.3150 0.1182 0.1462
  0.5 0.3404 0.2374 0.4545 0.4553
  1.0 0.7807 0.7774 0.6942 0.6927
  2.0 0.5995 0.5997 0.5806 0.5804
  3.0 0.2827 0.2829 0.3619 0.3617
```
